\section*{Complex Mixing Conductance from Spin-Dependent Reflection with Full Transverse Dephasing}

\section{The form fixed by symmetry}

A normal metal N fills $z<0$ and a ferromagnet F fills $z>0$. The unit vector $\mathbf m$ is the direction of majority electron spin in F. The spin accumulation $\boldsymbol\mu$ in N points along the excess spin; its length is the difference between the chemical potentials of the two spin species along that direction. We seek the angular-momentum current $\mathbf J$ per unit area that flows from N into F when $\boldsymbol\mu\perp\mathbf m$.

Without spin-orbit coupling, rotating all spins together leaves the physics unchanged. To first order in $\boldsymbol\mu$, the current can then be built from two vectors perpendicular to $\mathbf m$, namely $\boldsymbol\mu$ and $\mathbf m\times\boldsymbol\mu$. An angular-momentum current per area has the dimension of energy per area, and $\boldsymbol\mu$ is an energy, so the coefficients are inverse areas. We write
\begin{equation}
\mathbf J=\frac1{4\pi}\left[g_r\boldsymbol\mu-g_i\,\mathbf m\times\boldsymbol\mu\right],
\qquad g=g_r+ig_i .
\label{law}
\end{equation}
Atomic units are used in the algebra, so $\hbar=1$, $h=2\pi$ and the electron mass is 1. The two real coefficients act as one complex number: for $\mathbf m=\hat{\mathbf z}$, Eq.~\eqref{law} reads $J_x-iJ_y=g(\mu_x-i\mu_y)/4\pi$. Symmetry leaves $g$ undetermined; scattering theory supplies it.

\section{Spin current of a scattering state}

Let $\phi_n$ be the orthonormal transverse modes in N, with wave number $k_n$ along $z$. An electron with spinor $\chi$ arrives in mode $l$. Far enough from the interface for evanescent waves in N to have died out,
\begin{equation}
\psi=\frac{\phi_l e^{ik_lz}}{\sqrt{k_l}}\chi
+\sum_n\frac{\phi_n e^{-ik_nz}}{\sqrt{k_n}}\,\hat r_{nl}\chi .
\end{equation}
Each $\hat r_{nl}$ is a $2\times2$ matrix in spin space. The factors $1/\sqrt{k_n}$ give every wave unit flux.

The spin current is $\tfrac12\mathrm{Im}\int\psi^\dagger\boldsymbol\sigma\,\partial_z\psi$ over the cross-section. Orthogonality removes products of different modes. In mode $l$ the incident and reflected waves overlap; with $\beta=\hat r_{ll}\chi$ and $k=k_l$, that mode gives
\begin{equation}
\begin{split}
\psi^\dagger\boldsymbol\sigma\,\partial_z\psi
=i\big[&\chi^\dagger\boldsymbol\sigma\chi-\beta^\dagger\boldsymbol\sigma\beta\\
&-e^{-2ikz}\chi^\dagger\boldsymbol\sigma\beta
+e^{2ikz}\beta^\dagger\boldsymbol\sigma\chi\big].
\end{split}
\end{equation}
The last two terms are minus a number plus its complex conjugate. Their sum is imaginary, the prefactor $i$ makes it real, and it has no part in the current. The spin current is therefore the incident flux minus the reflected flux.

\section{Current driven by the accumulation}

We assume elastic scattering, linear response at the Fermi energy, an unpolarized band structure in N, and equal occupation of all incoming modes. The excess occupation of N, integrated over energy, is
\begin{equation}
\hat\mu=\mu_0+\tfrac12\boldsymbol\sigma\cdot\boldsymbol\mu .
\end{equation}
A mode carries a number current $dE/2\pi$ per energy interval, because its velocity cancels its density of states. Adding the electrons emitted by F, with transmission matrix $\hat t'$, gives the matrix current into F:
\begin{equation}
\hat I=\frac1{2\pi}\mathrm{Tr}_{\rm modes}
\left[\hat\mu-\hat r\hat\mu\hat r^\dagger-\hat t'\hat\mu_F\hat t'^\dagger\right].
\label{matrix}
\end{equation}
The angular-momentum current is $A\mathbf J=\frac12\mathrm{Tr}_{\rm spin}(\boldsymbol\sigma\hat I)$, where $A$ is the interface area.

Now assume that scattering conserves spin along $\mathbf m$. With the projectors
\begin{equation}
u_\uparrow=\tfrac12(1+\boldsymbol\sigma\cdot\mathbf m),\qquad
u_\downarrow=\tfrac12(1-\boldsymbol\sigma\cdot\mathbf m),
\end{equation}
the reflection matrix is $\hat r=r^\uparrow u_\uparrow+r^\downarrow u_\downarrow$, where $r^\uparrow$ and $r^\downarrow$ are matrices in the modes; $\hat t'$ has the same form. Full dephasing in F means that $\hat\mu_F$ is also diagonal along $\mathbf m$. The emission term then contains $u_\uparrow$ and $u_\downarrow$ separately, so it carries no transverse spin. The charge part $\mu_0$ gives none either, for the same reason.

For $\mathbf a\perp\mathbf m$, the Pauli identity gives
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf m)(\boldsymbol\sigma\cdot\mathbf a)
=i\boldsymbol\sigma\cdot(\mathbf m\times\mathbf a),
\end{equation}
and the two factors anticommute. Hence $(\boldsymbol\sigma\cdot\mathbf a)u_\downarrow=u_\uparrow(\boldsymbol\sigma\cdot\mathbf a)$, from which
\begin{align}
u_\uparrow(\boldsymbol\sigma\cdot\mathbf a)u_\uparrow
&=u_\uparrow u_\downarrow(\boldsymbol\sigma\cdot\mathbf a)=0,\\
u_\uparrow(\boldsymbol\sigma\cdot\mathbf a)u_\downarrow
&=u_\uparrow(\boldsymbol\sigma\cdot\mathbf a)\notag\\
&=\tfrac12\left[\boldsymbol\sigma\cdot\mathbf a
+i\boldsymbol\sigma\cdot(\mathbf m\times\mathbf a)\right].
\end{align}
The other diagonal projection vanishes likewise, and the other mixed one is the Hermitian conjugate. Define $\rho=\sum_{nl}r^\uparrow_{nl}(r^\downarrow_{nl})^*$. Then
\begin{align}
\mathrm{Tr}_{\rm modes}&[\hat r(\boldsymbol\sigma\cdot\boldsymbol\mu)\hat r^\dagger]
=\rho\,u_\uparrow(\boldsymbol\sigma\cdot\boldsymbol\mu)u_\downarrow+\text{h.c.}\notag\\
&=\mathrm{Re}\rho\;\boldsymbol\sigma\cdot\boldsymbol\mu
-\mathrm{Im}\rho\;\boldsymbol\sigma\cdot(\mathbf m\times\boldsymbol\mu).
\end{align}
The minus sign comes from $i\rho-i\rho^*=-2\,\mathrm{Im}\rho$. For $N$ incoming modes, the transverse part of Eq.~\eqref{matrix} is
\begin{equation}
\hat I_\perp=\frac1{4\pi}\left[(N-\mathrm{Re}\rho)\boldsymbol\sigma\cdot\boldsymbol\mu
+\mathrm{Im}\rho\;\boldsymbol\sigma\cdot(\mathbf m\times\boldsymbol\mu)\right].
\end{equation}
Since $\frac12\mathrm{Tr}[\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf v)]=\mathbf v$, comparison with Eq.~\eqref{law} gives
\begin{equation}
\boxed{g=\frac1A\sum_{nl}\left[\delta_{nl}-r^\uparrow_{nl}(r^\downarrow_{nl})^*\right].}
\label{g}
\end{equation}
The electrical mixing conductance per area is $G=(e^2/h)g$. Conjugating the up amplitude instead of the down amplitude would reverse the sign of $g_i$. A numerical test with random multimode matrices, including emission from F, confirms Eqs.~\eqref{law} and \eqref{g}.

\section{Where dephasing enters}

Equation~\eqref{g} contains no transmission amplitude, yet dephasing is needed for its meaning. First, it removes transverse spin from the electrons emitted by F. Second, it allows $r^\uparrow$ and $r^\downarrow$ to be those of a single interface, since no coherent transverse spin returns from a far boundary. Third, it ensures that the entire transverse current entering F is delivered to the magnetization as torque.

If both spins are totally reflected in one mode, $r^\uparrow=e^{i\theta_\uparrow}$ and $r^\downarrow=e^{i\theta_\downarrow}$, then
\begin{equation}
1-r^\uparrow(r^\downarrow)^*
=1-\cos(\theta_\uparrow-\theta_\downarrow)-i\sin(\theta_\uparrow-\theta_\downarrow).
\end{equation}
An insulating magnet can thus absorb transverse spin although no electron is transmitted. The spin turns during reflection, and the magnet takes up the difference.

\section{Relation to the ordinary conductances}

Let $g_\sigma=A^{-1}\sum_{nl}(\delta_{nl}-|r^\sigma_{nl}|^2)$ be the dimensionless conductance per area of spin $\sigma$. From
\begin{equation}
|r^\uparrow_{nl}-r^\downarrow_{nl}|^2=|r^\uparrow_{nl}|^2+|r^\downarrow_{nl}|^2
-2\mathrm{Re}[r^\uparrow_{nl}(r^\downarrow_{nl})^*]
\end{equation}
we eliminate the last term in the real part of Eq.~\eqref{g}:
\begin{equation}
g_r=\frac{g_\uparrow+g_\downarrow}2
+\frac1{2A}\sum_{nl}|r^\uparrow_{nl}-r^\downarrow_{nl}|^2 .
\label{bound}
\end{equation}
The last term cannot be negative, so $g_r\ge(g_\uparrow+g_\downarrow)/2$. It measures how differently the interface reflects the two spins, in magnitude and in phase.

\section{Free electrons at an exchange-split step}

Take free electrons with Fermi wave numbers $k_N$ in N and $k_\uparrow>k_\downarrow$ in F. The flat interface conserves the parallel wavevector $\mathbf q$, so
\begin{equation}
k=\sqrt{k_N^2-q^2},\qquad \kappa_\sigma=\sqrt{k_\sigma^2-q^2}.
\end{equation}
For an evanescent wave, $\kappa_\sigma$ is positive imaginary. For unit incident amplitude, continuity of the wave and its slope at $z=0$ requires
\begin{equation}
1+r_\sigma=\tau_\sigma,\qquad k(1-r_\sigma)=\kappa_\sigma\tau_\sigma .
\end{equation}
The solution is
\begin{equation}
r_\sigma=\frac{k-\kappa_\sigma}{k+\kappa_\sigma},\qquad
\tau_\sigma=\frac{2k}{k+\kappa_\sigma}.
\end{equation}
Putting $F=1-r_\uparrow r_\downarrow^*$ over a common denominator leaves the cross terms in the numerator:
\begin{equation}
F(q)=\frac{2k(\kappa_\uparrow+\kappa_\downarrow^*)}
{(k+\kappa_\uparrow)(k+\kappa_\downarrow^*)}.
\label{F}
\end{equation}
The mode sum becomes $g=\int_{q<k_N}F\,d^2q/(4\pi^2)$.

If both spins propagate in F, $F$ is real and the mode adds nothing to $g_i$. If the minority wave is evanescent, $\kappa_\downarrow=i\eta$, multiplying numerator and denominator by $k+i\eta$ yields
\begin{equation}
F=\frac{2k\left[k\kappa_\uparrow+\eta^2+i\eta(\kappa_\uparrow-k)\right]}
{(k+\kappa_\uparrow)(k^2+\eta^2)} .
\end{equation}
For $k_\uparrow>k_N>k_\downarrow$, the ordering used below, $\kappa_\uparrow>k$ and this range gives a positive $g_i$. If instead both $k_\uparrow$ and $k_\downarrow$ exceed $k_N$, no incident mode is evanescent in F and $g_i=0$ in this model. An interface barrier can make the amplitudes complex for propagating waves too, so that conclusion belongs to the bare step.

\section{Transfer of angular momentum in the ferromagnet}

Normalize the incident wave of each spin to unit flux and define the transverse current
\begin{equation}
j=\frac1{2i}\left(\psi_\downarrow^*\psi_\uparrow'-\psi_\downarrow^{*\prime}\psi_\uparrow\right).
\end{equation}
In N it equals $F$, by the flux calculation above. In F, $\psi_\sigma''=2(V_\sigma-E_z)\psi_\sigma$, where $E_z$ is the energy of motion along $z$. With $\Delta=V_\downarrow-V_\uparrow>0$,
\begin{equation}
j'=\frac{2(V_\uparrow-V_\downarrow)}{2i}\psi_\downarrow^*\psi_\uparrow
=i\Delta\,\psi_\uparrow\psi_\downarrow^* .
\end{equation}
The right side describes precession of the transverse spin density in the exchange field. In a steady state, the spin current lost across a layer is the torque on that layer.

Each $\psi_\sigma$ in F varies as $e^{i\kappa_\sigma z}$, and $j$ is continuous at $z=0$. The current remaining at depth $z$ is therefore
\begin{equation}
g(z)=\int_{q<k_N}\frac{d^2q}{4\pi^2}\,F(q)\,e^{i(\kappa_\uparrow-\kappa_\downarrow^*)z},
\end{equation}
and the torque coefficient of the layer is $g-g(z)$. Single modes with two propagating spins precess without decay. Their sum decays because different $q$ precess at different rates. A mode with an evanescent minority wave decays by itself.

At large $z$ the slowest variation of phase is at normal incidence. There
\begin{equation}
\kappa_\uparrow-\kappa_\downarrow\simeq k_\uparrow-k_\downarrow+\tfrac12bq^2,
\qquad b=\frac1{k_\downarrow}-\frac1{k_\uparrow}.
\end{equation}
With $d^2q=2\pi q\,dq$ and $\int_0^\infty q\,e^{ibzq^2/2}dq=i/(bz)$, defined by a vanishing damping factor,
\begin{equation}
g(z)\simeq\frac{iF(0)}{2\pi bz}\,e^{i(k_\uparrow-k_\downarrow)z}.
\label{decay}
\end{equation}
The point $q=k_\downarrow$ contributes no more than order $1/z^2$, because $q\,dq=-\kappa_\downarrow d\kappa_\downarrow$ vanishes there. At the edge $q=k_N$ the minority wave is evanescent and its contribution is exponentially small.

Full dephasing in this clean crystal is thus a limit approached as $1/z$, with no sharp cutoff. If the exchange splitting tends to zero, $b\to0$ and the required depth diverges. At fixed depth the torque then vanishes, although $g_r$ from Eq.~\eqref{g} does not. Equation~\eqref{g} as a torque coefficient requires the large-depth limit to be taken first.

\section{A film of finite thickness}

Place N on both sides of a film of thickness $d$, with a spin accumulation on the near side only. Seen from inside F, the reflection amplitude at either face is $-r_\sigma$, and the product of entrance and exit amplitudes is $4k\kappa_\sigma/(k+\kappa_\sigma)^2=1-r_\sigma^2$. Let $p_\sigma=e^{i\kappa_\sigma d}$. Summing the internal round trips as a geometric series gives
\begin{align}
R_\sigma&=r_\sigma-\frac{r_\sigma(1-r_\sigma^2)p_\sigma^2}{1-r_\sigma^2p_\sigma^2}
=\frac{r_\sigma(1-p_\sigma^2)}{1-r_\sigma^2p_\sigma^2},\\
T_\sigma&=\frac{(1-r_\sigma^2)p_\sigma}{1-r_\sigma^2p_\sigma^2}.
\end{align}
The torque coefficient counts what enters minus what leaves on the far side:
\begin{equation}
g_{\rm film}=\int_{q<k_N}\frac{d^2q}{4\pi^2}
\left(1-R_\uparrow R_\downarrow^*-T_\uparrow T_\downarrow^*\right).
\end{equation}
When both spins propagate, expand the products in powers of $p_\uparrow$ and $p_\downarrow^*$. Averaging over independent phases removes every term except the one without either factor. That term is $r_\uparrow r_\downarrow^*$, from $R_\uparrow R_\downarrow^*$; the transmission product has no such term. If the minority wave is evanescent, $p_\downarrow$ decays with thickness and the majority phase averages out. Both cases return $F$, the single-interface result.

At fixed $q$, an average over thickness makes the two phases independent only when $\kappa_\uparrow/\kappa_\downarrow$ is irrational. In a thick film of fixed thickness, integration over $q$ does the averaging, since the phases of the individual terms vary rapidly with $q$ except near isolated points. For instance, the phase $3\kappa_\uparrow-\kappa_\downarrow$ of the term $p_\uparrow^3p_\downarrow^*$ is stationary where $\kappa_\uparrow=3\kappa_\downarrow$, at a parallel energy of 3.5 eV in the example below. Such a term still vanishes at large $d$, but only as $d^{-1/2}$; its weight carries the small factor $r_\uparrow^2$. Numerical tests confirm the film amplitudes and the vector law against a direct solution of the spinor Schrödinger equation with tilted $\mathbf m$, and confirm the thickness average at two parallel energies.

\section{A worked example}

The round model parameters are kinetic energies at the Fermi level of 6 eV in N, 8 eV for majority and 4 eV for minority electrons in F. The exchange splitting is $8-4=4$ eV. The wave numbers are $k_N=1.2549$, $k_\uparrow=1.4491$ and $k_\downarrow=1.0246$ \AA$^{-1}$.

\subsection{Two individual modes}

At a parallel energy of 2 eV, the energies along $z$ are 4 eV in N and 6 and 2 eV in F. Common factors cancel in the amplitudes:
\begin{equation}
r_\uparrow=\frac{2-\sqrt6}{2+\sqrt6}=-0.101,\qquad
r_\downarrow=\frac{2-\sqrt2}{2+\sqrt2}=0.172 .
\end{equation}
Thus $F=1+0.101\times0.172=1.017$. A value above 1 is allowed: the amplitudes have opposite signs, so the weak reflected wave carries reversed transverse spin.

At 5 eV the corresponding energies are 1, 3 and $-1$ eV. Now $r_\uparrow=(1-\sqrt3)/(1+\sqrt3)=-0.268$ and $r_\downarrow=(1-i)/(1+i)=-i$, so $F=1+0.268i$. Minority electrons are totally reflected with a phase shift, and this produces the imaginary part.

\subsection{The interface as a whole}

N offers $k_N^2/4\pi=0.1253$ modes per \AA$^2$. The integral gives
\begin{equation}
g_r=0.1244\ \text{\AA}^{-2},\qquad g_i=0.0099\ \text{\AA}^{-2}.
\end{equation}
Multiplication by $e^2/h$ converts these to $G_r=4.82\times10^{14}$ and $G_i=3.8\times10^{13}\ \Omega^{-1}\mathrm{m}^{-2}$. The real part is 0.7\% below the mode density of N, and $g_i/g_r=0.08$. Modes with an evanescent minority wave supply 0.0386 \AA$^{-2}$ of $g_r$, about 31\%, and all of $g_i$. An explicit sum over 20029 modes of a square of side 400 \AA\ gives 0.1244 and 0.0099 \AA$^{-2}$.

The spin-resolved values are $g_\uparrow=0.1191$ and $g_\downarrow=0.0776$ \AA$^{-2}$. Equation~\eqref{bound} becomes
\begin{equation}
0.0984+0.0261=0.1245\ \text{\AA}^{-2},
\end{equation}
which agrees with $g_r$ within rounding. The real part $g_r$ exceeds the mean of the two ordinary conductances by 26\% of that mean.

For $\mathbf m=\hat{\mathbf z}$ and $\boldsymbol\mu=(0.01\ \mathrm{eV})\hat{\mathbf x}$, $\mathbf m\times\boldsymbol\mu$ points along $+\hat{\mathbf y}$. Hence
\begin{align}
J_x&=\frac{0.1244\times0.01}{4\pi}=9.9\times10^{-5}\ \mathrm{eV\,\text{\AA}^{-2}},\\
J_y&=-\frac{0.0099\times0.01}{4\pi}=-7.9\times10^{-6}\ \mathrm{eV\,\text{\AA}^{-2}}.
\end{align}

\subsection{How complete is the dephasing?}

At normal incidence the spin precesses once in $2\pi/(k_\uparrow-k_\downarrow)=14.8$ \AA. The ratio $|g(z)|/|g|$ is 0.54, 0.21, 0.045 and 0.0045 at depths of 5, 20, 100 and 1000 \AA. The last two values show the $1/z$ law, and Eq.~\eqref{decay} also gives 0.0045 at 1000 \AA. A film some tens of \AA\ thick is therefore not fully dephasing in this clean model.

The film torque coefficients at the same thicknesses have real parts 0.194, 0.150, 0.119 and 0.124 \AA$^{-2}$. The approach to $g_r$ is not monotonic, and the thinnest of these films receives more torque than the thick one. Precession explains the excess. At 5 \AA\ the normal-incidence angle is $360^\circ\times5/14.8\simeq122^\circ$, whose cosine is $-0.53$. Neglecting reflection, the torque factor of this one mode is $1-\cos122^\circ\simeq1.5$: its electrons leave with their transverse spin partly reversed, so the film takes up more than the spin that entered. Oblique modes turn further, up to $294^\circ$ at $q=k_\downarrow$, and the film value is the average over all modes. Its closeness to the normal-incidence factor at this thickness is accidental: at 20 \AA\ that factor is 1.6, while the film value is $0.150/0.124=1.2$.

At 1000 \AA\ the film coefficient is $0.1243+0.0104i$ \AA$^{-2}$. Its distance from $g$ in the complex plane is 0.4\% of $|g|$, but its imaginary part is still 5\% above $g_i$. The deviation oscillates with thickness, and a given absolute error is a larger fraction of the small imaginary part than of the real part.

\section{Limits of the result}

Equation~\eqref{g} permits scattering between modes, so a rough interface is covered if its full reflection matrices are used. Spin-orbit coupling or noncollinear moments at the interface invalidate the decomposition of $\hat r$ into two spin channels. More reflection coefficients are then needed. Spin-orbit coupling also lets angular momentum pass to the lattice; noncollinear moments alone do not.

Equal occupation of incoming modes is a separate condition. In a diffusive metal a current makes the distribution depend on direction near a highly transparent interface. The accumulation measured in the bulk of N then needs a drift correction before it can be used in Eq.~\eqref{law}. This correction is not small for an interface as transparent as the one in the example: with isotropic scattering in N, the transverse spin current can be nearly twice the value that Eq.~\eqref{law} gives with the accumulation extrapolated from the bulk to the interface. The numerical values above omit this correction, as well as band structure, disorder and an interface barrier; they characterize the step model and are not predictions for a particular material. The full set of values is in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Kinetic energy in N: 6.0 eV
Majority kinetic energy in F: 8.0 eV
Minority kinetic energy in F: 4.0 eV
Exchange splitting: 4.0 eV
Fermi wave number, N: 1.2549 1/angstrom
Fermi wave number, majority: 1.4491 1/angstrom
Fermi wave number, minority: 1.0246 1/angstrom
At parallel energy 2.0 eV (dimensionless):
  r_up = -0.1010+0.0000j
  r_dn = 0.1716+0.0000j
  1 - r_up conj(r_dn) = 1.0173+0.0000j
At parallel energy 5.0 eV (dimensionless):
  r_up = -0.2679+0.0000j
  r_dn = -0.0000-1.0000j
  1 - r_up conj(r_dn) = 1.0000+0.2679j
N channels per area: 0.12532 1/angstrom^2
g_r: 0.12444 1/angstrom^2
g_i: 0.00992 1/angstrom^2
g_r from explicit mode sum: 0.12442 1/angstrom^2
g_i from explicit mode sum: 0.00990 1/angstrom^2
Mode-sum square side: 400 angstrom
Number of modes in square: 20029
G_r: 4.8207e+14 1/(ohm m^2)
G_i: 3.8429e+13 1/(ohm m^2)
Evanescent-minority part of g_r: 0.03857 1/angstrom^2
Evanescent-minority part of g_i: 0.00992 1/angstrom^2
g_up: 0.11911 1/angstrom^2
g_dn: 0.07764 1/angstrom^2
(g_up+g_dn)/2: 0.09837 1/angstrom^2
Amplitude-difference term: 0.02607 1/angstrom^2
Precession period at normal incidence: 14.804 angstrom
|g(z)|/|g| at z = 5 angstrom: 0.54346
|g(z)|/|g| at z = 20 angstrom: 0.20714
|g(z)|/|g| at z = 100 angstrom: 0.04474
|g(z)|/|g| at z = 1000 angstrom: 0.00449
Asymptotic |g(z)|/|g| at 1000 angstrom: 0.00449
Film torque coefficient, d = 5 angstrom: 0.19371 -0.00077i 1/angstrom^2
Film torque coefficient, d = 20 angstrom: 0.14995 +0.01520i 1/angstrom^2
Film torque coefficient, d = 100 angstrom: 0.11883 +0.01016i 1/angstrom^2
Film torque coefficient, d = 1000 angstrom: 0.12432 +0.01041i 1/angstrom^2
Spin accumulation along x, with m along z: 0.01 eV
Spin current J_x: 9.9024e-05 eV/angstrom^2
Spin current J_y: -7.8937e-06 eV/angstrom^2
\end{verbatim}
